# Alloy heat capacities and composition susceptibility from semi-grand-canonical fluctuations, part 1

(Sections cited here and not found follow in the second part.)

**Q.** My Monte Carlo run for a binary alloy changes A atoms into B atoms and back, so both the energy and the composition fluctuate. I want a heat capacity and a susceptibility out of it. Before trusting any formula I need to know which distribution the run samples, and why one chemical potential suffices for two species.

**A.** Take a rigid lattice of $N$ sites, each holding A or B. A configuration $\sigma$ has energy $E(\sigma)$ and contains $n(\sigma)$ B atoms and $N-n$ A atoms. I assume that $E(\sigma)$ does not itself depend on temperature, and I count configurational degrees of freedom only.

Couple the lattice to a large reservoir that exchanges energy and atoms of both kinds. The probability of $\sigma$ is proportional to the number of reservoir states compatible with it, $e^{S_{\rm res}/k}$. The reservoir obeys $T\,dS_{\rm res}=dE_{\rm res}-\mu_A\,dN_{A,\rm res}-\mu_B\,dN_{B,\rm res}$, and it has given up energy $E$, $N-n$ A atoms and $n$ B atoms. Being large, it keeps $T,\mu_A,\mu_B$ constant, so

$$S_{\rm res}=\text{const}-\frac{E}{T}+\frac{\mu_A(N-n)}{T}+\frac{\mu_B n}{T}.$$

The term $\mu_A N/T$ is the same for every configuration because $N$ is fixed, and it cancels on normalization. Only $\mu\equiv\mu_B-\mu_A$ survives. With $\beta=1/kT$,

$$p(\sigma)=\frac{e^{-\beta H(\sigma)}}{\Xi},\qquad H=E-\mu n,\qquad \Xi=\sum_\sigma e^{-\beta H(\sigma)}.\tag{1}$$

This is the semi-grand-canonical (SGC) ensemble. Averages are $\langle A\rangle=\sum_\sigma pA$, the composition is $x=\langle n\rangle/N$, and $\mathrm{Cov}(A,B)=\langle AB\rangle-\langle A\rangle\langle B\rangle$, $\mathrm{Var}\,A=\mathrm{Cov}(A,A)$.

**Q.** A response function is a derivative with respect to a control parameter. A fluctuation belongs to one state. Why should they be equal, and is the equality only good for large systems?

**A.** It is exact for any $N$, because the sum in (1) is finite and can be differentiated term by term. Write $\ln p=-\beta E+\beta\mu n-\ln\Xi$. From (1), $\partial\ln\Xi/\partial\mu=\Xi^{-1}\sum\beta n\,e^{-\beta H}=\beta\langle n\rangle$, and at fixed $\mu$, $\partial\ln\Xi/\partial\beta=-\langle H\rangle$. Hence

$$\frac{\partial\ln p}{\partial\mu}\Big|_T=\beta\,(n-\langle n\rangle),\qquad \frac{\partial\ln p}{\partial\beta}\Big|_\mu=-(H-\langle H\rangle).$$

For an observable $A(\sigma)$ with no explicit dependence on $T$ or $\mu$, $\partial\langle A\rangle=\sum A\,\partial p=\sum pA\,\partial\ln p$. Since $\langle A(B-\langle B\rangle)\rangle=\mathrm{Cov}(A,B)$, the first relation gives $\beta\,\mathrm{Cov}(A,n)$ and the second gives $-\mathrm{Cov}(A,H)$. The change of variable $d\beta/dT=-1/(kT^2)=-k\beta^2$ cancels the minus sign:

$$\frac{\partial\langle A\rangle}{\partial\mu}\Big|_T=\beta\,\mathrm{Cov}(A,n),\qquad \frac{\partial\langle A\rangle}{\partial T}\Big|_\mu=k\beta^2\,\mathrm{Cov}(A,H).\tag{2}$$

**Q.** Then what is the composition susceptibility?

**A.** Put $A=n$ in (2):

$$\chi\equiv\frac{\partial\langle n\rangle}{\partial\mu}\Big|_T=\beta\,\mathrm{Var}\,n,\qquad \frac{\partial\langle n\rangle}{\partial T}\Big|_\mu=k\beta^2\,\mathrm{Cov}(H,n).\tag{3}$$

Per site, $\chi/N=\partial x/\partial\mu=\beta N\,\mathrm{Var}(n/N)$; the factor $N$ must be kept if the code records the concentration $n/N$. Every composition from $n=0$ to $n=N$ has nonzero weight at finite $T$ and $\mu$, so $\mathrm{Var}\,n>0$ and $\langle n\rangle$ rises strictly with $\mu$.

With site variables $c_i=1$ for B and $0$ for A, $n=\sum_ic_i$ and $\mathrm{Var}\,n=\sum_{ij}\mathrm{Cov}(c_i,c_j)$. If all sites are equivalent, $\mathrm{Var}\,c_i=x(1-x)$ because $c_i^2=c_i$. The Warren–Cowley parameters are $\alpha_j=\mathrm{Cov}(c_0,c_j)/[x(1-x)]$, with $\alpha_0=1$, so $\mathrm{Var}\,n=Nx(1-x)\sum_j\alpha_j$. The susceptibility measures the sum of the short-range-order parameters, and independent sites give $\mathrm{Var}\,n=Nx(1-x)$.

**Q.** By analogy the heat capacity at fixed $\mu$ is $k\beta^2\,\mathrm{Var}\,E$, as in the canonical ensemble. Or, if that is wrong, it is $(\partial\langle E\rangle/\partial T)_\mu$. Which one?

**A.** Neither in general: both coincide with the correct result when $\mu=0$, where $H=E$, and the second also whenever $\mathrm{Cov}(H,n)=0$, but not otherwise as a rule. A heat capacity is heat absorbed per degree, $T\,dS/dT$ along a stated path. In an open system part of the change in $\langle E\rangle$ is carried by the exchanged atoms and is not heat. Start from the Gibbs entropy $S=-k\sum p\ln p$. Its differential is $dS=-k\sum\ln p\,dp-k\sum dp$. Normalization gives $\sum dp=0$, which removes the second sum and also the part $-\ln\Xi$ of $\ln p=-\beta H-\ln\Xi$ in the first. What is left is $dS=k\beta\sum H\,dp$. The functions $E(\sigma)$ and $n(\sigma)$ are fixed, so $\sum E\,dp=d\langle E\rangle$ and $\sum n\,dp=d\langle n\rangle$, and with $k\beta=1/T$,

$$T\,dS=d\langle E\rangle-\mu\,d\langle n\rangle.\tag{4}$$

Along fixed $\mu$, insert (2) for both terms and use the linearity of the covariance in its first slot:

$$C_\mu\equiv T\frac{\partial S}{\partial T}\Big|_\mu=k\beta^2\big[\mathrm{Cov}(E,H)-\mu\,\mathrm{Cov}(n,H)\big]=k\beta^2\,\mathrm{Var}\,H.\tag{5}$$

The fluctuating quantity is the one in the exponent of (1). Your second candidate is only the first term of the bracket, $(\partial\langle E\rangle/\partial T)_\mu=k\beta^2\,\mathrm{Cov}(E,H)$, which is not a variance and has no fixed sign. Your first candidate is a derivative along another path. Hold $\alpha=\beta\mu$ fixed instead of $\mu$. Then $\ln p=-\beta E+\alpha n-\ln\Xi$ has $\partial\ln p/\partial\beta=-(E-\langle E\rangle)$, and the same steps give $(\partial\langle E\rangle/\partial T)_\alpha=k\beta^2\,\mathrm{Var}\,E$. That is an energy derivative at fixed activity, and by (4) it differs from $T\,dS/dT$ on that path by $\mu(\partial\langle n\rangle/\partial T)_\alpha=\mu k\beta^2\,\mathrm{Cov}(E,n)$, which vanishes only if $\mu=0$ or $\mathrm{Cov}(E,n)=0$.

**Q.** A real sample of a given alloy cannot change its overall composition as it is heated, so $C_\mu$ is not what a calorimeter sees. How do I reach fixed composition from a run in which the composition is free?

**A.** By retuning $\mu$ as $T$ changes so that $\langle n\rangle$ stays put. What is fixed here is the mean composition; $n$ still fluctuates. Because $\chi>0$, the condition $\langle n\rangle(T,\mu)=\text{const}$ can be solved uniquely for $\mu(T)$. Setting $d\langle n\rangle=(\partial\langle n\rangle/\partial T)_\mu\,dT+\chi\,d\mu=0$ and using (3),

$$\frac{\partial\mu}{\partial T}\Big|_x=-\frac{k\beta^2\,\mathrm{Cov}(H,n)}{\beta\,\mathrm{Var}\,n}=-\frac{\mathrm{Cov}(H,n)}{T\,\mathrm{Var}\,n}.\tag{6}$$

The entropy also responds to $\mu$. From (4) and the first of (2), $T(\partial S/\partial\mu)_T=\beta\,\mathrm{Cov}(E,n)-\mu\beta\,\mathrm{Var}\,n=\beta\,\mathrm{Cov}(H,n)$. Dividing by $T$ and using $\beta/T=k\beta^2$ gives $(\partial S/\partial\mu)_T=(\partial\langle n\rangle/\partial T)_\mu$, the Maxwell relation, obtained here directly from (1). The chain rule along the path then reads

$$C_x\equiv T\frac{\partial S}{\partial T}\Big|_x=C_\mu+T\frac{\partial S}{\partial\mu}\Big|_T\frac{\partial\mu}{\partial T}\Big|_x=C_\mu-\beta\,\mathrm{Cov}(H,n)\,\frac{\mathrm{Cov}(H,n)}{T\,\mathrm{Var}\,n},$$

that is

$$C_x=k\beta^2\left[\mathrm{Var}\,H-\frac{\mathrm{Cov}(H,n)^2}{\mathrm{Var}\,n}\right].\tag{7}$$

The second term is the cross-covariance term. Writing $\mathrm{Cov}(H,n)=(\partial\langle n\rangle/\partial T)_\mu/(k\beta^2)$ and $\mathrm{Var}\,n=\chi/\beta$ turns it into $(\partial\langle n\rangle/\partial T)_\mu^2/(k\beta\chi)$, so

$$C_\mu-C_x=\frac{T}{\chi}\left(\frac{\partial\langle n\rangle}{\partial T}\Big|_\mu\right)^2\ge0.\tag{8}$$

This has the structure of the difference between the constant-pressure and constant-volume heat capacities, with $\chi$ in the role of the compressibility and $(\partial\langle n\rangle/\partial T)_\mu$ in that of the thermal expansion. At fixed $\mu$ the system takes up extra heat by letting its composition drift. On the fixed-composition path $d\langle n\rangle=0$, so (4) also gives $C_x=(\partial\langle E\rangle/\partial T)_x$; on this path the energy derivative is a heat capacity.

**Q.** You subtract one positive number from another. What stops $C_x$ from going negative?

**A.** For any real $a$, expand

$$\mathrm{Var}(H-an)=\mathrm{Var}\,H-2a\,\mathrm{Cov}(H,n)+a^2\,\mathrm{Var}\,n .$$

The derivative with respect to $a$ vanishes at $a=\mathrm{Cov}(H,n)/\mathrm{Var}\,n$, which is a minimum because $\mathrm{Var}\,n>0$, and the value there is the bracket in (7). The bracket is therefore the variance of a particular quantity and cannot be negative. With the correlation coefficient $\rho=\mathrm{Cov}(H,n)/\sqrt{\mathrm{Var}\,H\,\mathrm{Var}\,n}$, (7) reads $C_x=C_\mu(1-\rho^2)$ and $\rho^2\le1$. The conversion removes from $H$ the part that is linearly tied to the composition and keeps the residual.

**Q.** A property at fixed composition should not need the chemical potential, yet (7) contains $H=E-\mu n$ twice. And the zero of energy of pure B relative to pure A is a convention of my potential. Does either leak into the result?

**A.** Neither does. Bilinearity gives

$$\mathrm{Var}\,H=\mathrm{Var}\,E-2\mu\,\mathrm{Cov}(E,n)+\mu^2\,\mathrm{Var}\,n,\qquad \mathrm{Cov}(H,n)=\mathrm{Cov}(E,n)-\mu\,\mathrm{Var}\,n.\tag{9}$$

Squaring the second and dividing by $\mathrm{Var}\,n$,

$$\frac{\mathrm{Cov}(H,n)^2}{\mathrm{Var}\,n}=\frac{\mathrm{Cov}(E,n)^2}{\mathrm{Var}\,n}-2\mu\,\mathrm{Cov}(E,n)+\mu^2\,\mathrm{Var}\,n .$$

The last two terms match those of $\mathrm{Var}\,H$ and cancel in (7):

$$C_x=k\beta^2\left[\mathrm{Var}\,E-\frac{\mathrm{Cov}(E,n)^2}{\mathrm{Var}\,n}\right]=k\beta^2\min_a\mathrm{Var}(E-an).\tag{10}$$

The minimizer is $a^*=\mathrm{Cov}(E,n)/\mathrm{Var}\,n$. By (2) it equals $(\partial\langle E\rangle/\partial\mu)_T/(\partial\langle n\rangle/\partial\mu)_T=(\partial\langle E\rangle/\partial\langle n\rangle)_T$, the energy cost of exchanging one A for one B at fixed temperature. Dividing the second of (9) by $\mathrm{Var}\,n$ and using (6) gives $a^*-\mu=-T(\partial\mu/\partial T)_x$. One caution follows from the algebra above. The term subtracted in (10) is in general not $C_\mu-C_x$; that difference needs $\mathrm{Cov}(H,n)$. At $\mu=0$, where $H=E$, the two coincide.

For the reference, let $E\to E+cn$ and $\mu\to\mu+c$. Then $H$ is unchanged for every configuration, hence so are $p$, $\chi$, $C_\mu$, the cross term of (7) and $C_x$. But $\mathrm{Var}\,E$ gains $2c\,\mathrm{Cov}(E,n)+c^2\,\mathrm{Var}\,n$, which is a second reason why it cannot be a heat capacity. The invariance needs a $c$ independent of temperature: a temperature-dependent reference for $\mu$ changes the path called "fixed $\mu$", and so changes $C_\mu$, while $C_x$ is unaffected.

**Q.** Show me cases where I can see the answer without a computer.

**A.** Use the model that also serves for the numbers below: a square lattice with periodic boundaries and

$$E=V\,n_{AB}+\varepsilon\,n,$$

where $n_{AB}$ counts unlike nearest-neighbour bonds and $\varepsilon$ is the energy per atom of pure B relative to pure A. Positive $V$ favours clustering and negative $V$ favours ordering.

For $V=0$ the sites are independent, $x/(1-x)=e^{-\beta(\varepsilon-\mu)}$ and $H=(\varepsilon-\mu)n$. Then $\mathrm{Var}\,H=(\varepsilon-\mu)^2Nx(1-x)$, and $\beta(\varepsilon-\mu)=-\ln[x/(1-x)]$ gives $C_\mu=Nk\,x(1-x)\ln^2[x/(1-x)]$. Since $H$ is proportional to $n$, $\rho^2=1$ for $x\neq1/2$, and $C_x=0$. This is right, because the energy $\varepsilon\langle n\rangle$ of an ideal solution cannot change at fixed composition. All of $C_\mu$ is the cross term.

The opposite case is $\mu=\varepsilon$ at any $V$. There $H=Vn_{AB}$, which is unchanged when every A is swapped with B, while $n-N/2$ changes sign. The weight is symmetric under the swap, so $\langle n\rangle=N/2$ and $\mathrm{Cov}(H,n)=\langle H(n-N/2)\rangle=0$. The cross term vanishes and $C_x=C_\mu$, although (9) gives $\mathrm{Cov}(E,n)=\varepsilon\,\mathrm{Var}\,n\neq0$. This zero rests on the swap symmetry of the pair model and is not a general property of $x=1/2$.

**Q.** All this is algebra. Has it been confronted with the definitions?

**A.** Yes, in the numerical check. It enumerates every configuration of a 4×4 torus at three state points, two clustering and one ordering, and forms $\langle n\rangle$, $\langle E\rangle$ and $-k\sum p\ln p$ directly. Finite differences of these, in $\mu$, in $T$ and along a fixed-$\langle n\rangle$ path found by root search, are tested against (3), (5), (6), (7), (10), the Maxwell relation and $k\beta^2\,\mathrm{Cov}(E,H)$. A numerical minimization over $a$ is tested against $a^*$ and $C_x$. For the reference shift, with $V=0.050$ eV, $\varepsilon=-0.200$ eV, $T=1200$ K and $\mu=-0.25$ eV, shifting $\varepsilon$ and $\mu$ by $-0.3$ eV moves $\mathrm{Var}\,E$ from 0.09113 to 0.98771 eV², while the bracket of (10) stays at 0.01437 eV². At $\mu=\varepsilon$, $\mathrm{Cov}(H,n)$ is zero and $\mathrm{Cov}(E,n)=-2.99387$ eV.

**Q.** My real objection is that fixed mean composition is not fixed composition. A canonical run with atom swaps keeps $n$ exactly constant. Does it give your $C_x$?

**A.** Not exactly, and the difference has a closed form. Let $Z_n(\beta)=\sum_{\sigma:\,n(\sigma)=n}e^{-\beta E}$. The canonical heat capacity is $C_{\rm can}=d\langle E\rangle_n/dT$. With $\langle E\rangle_n=-d\ln Z_n/d\beta$ and $d\beta/dT=-k\beta^2$, it is $C_{\rm can}=k\beta^2\,d^2\ln Z_n/d\beta^2=k\beta^2\,\mathrm{Var}_nE$. Summing (1) over configurations with given $n$ yields the SGC distribution $P(n)=Z_ne^{\beta\mu n}/\Xi$. Choose $\mu(\beta)$ so that $\langle n\rangle$ equals an integer $\bar n$ at every $\beta$. Then

$$\ln Z_{\bar n}=\psi+\ln P(\bar n),\qquad \psi(\beta)=\ln\Xi\big(\beta,\mu(\beta)\big)-\beta\mu(\beta)\,\bar n .$$

Differentiate $\psi$, writing $\mu'=d\mu/d\beta$:

$$\frac{d\psi}{d\beta}=-\langle H\rangle+\beta\langle n\rangle\mu'-\mu\bar n-\beta\mu'\bar n=-\langle H\rangle-\mu\bar n=-\langle E\rangle .$$

The $\mu'$ terms cancel because $\langle n\rangle=\bar n$. A second derivative gives $d^2\psi/d\beta^2=-(d\langle E\rangle/dT)_x\,dT/d\beta=C_x/(k\beta^2)$. Therefore, for any $N$,

$$C_{\rm can}-C_x=k\beta^2\,\frac{d^2\ln P(\bar n)}{d\beta^2}\Big|_{\langle n\rangle=\bar n}.\tag{11}$$

**Q.** An exact formula with an unknown $P(\bar n)$ tells me little. How large is the gap?

This part has derived the susceptibility and the heat capacities at fixed $\mu$ and at fixed mean composition from SGC fluctuations, with an exact formula for the gap between $C_x$ and the canonical heat capacity. It remains to estimate that gap, see where the scheme breaks down, and carry out the Monte Carlo calculation for a worked state point.
